# Why the Hxc potential cancels the bias in a Hubbard dimer: verification in Python

```python
"""
Asymmetric Hubbard dimer, two electrons, singlet ground state.
Result under test: for t/U -> 0 the Hxc potential difference tends to
-min(D, U), while m = n1 - n2 stays near 0 for D < U and near 2 for D > U.
Symbols: t hopping (energy unit, t = 1); U on-site repulsion;
D applied bias (site 2 minus site 1, site 1 is the low site);
Ds Kohn-Sham bias giving the same m; Hxc difference = Ds - D.
F(m) least hopping + repulsion energy at fixed m; Ts its value for U = 0
within one doubly occupied orbital; RHF restricted Hartree-Fock.
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar

t = 1.0

# Fock-space operators; mode order: 1 up, 1 down, 2 up, 2 down
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    result = np.eye(1)
    for k in range(4):
        factor = parity if k < mode else lower if k == mode else np.eye(2)
        result = np.kron(result, factor)
    return result


c = [annihilator(k) for k in range(4)]
num = [a.T @ a for a in c]
hop = sum(c[s].T @ c[s + 2] + c[s + 2].T @ c[s] for s in (0, 1))
double1, double2 = num[0] @ num[1], num[2] @ num[3]
imbalance = num[0] + num[1] - num[2] - num[3]
pair_sector = np.where(np.isclose(np.diag(sum(num)), 2.0))[0]
vacuum = np.zeros(16)
vacuum[0] = 1.0


def hamiltonian(U, D):
    return -t * hop + U * (double1 + double2) - 0.5 * D * imbalance


def ground(U, D):
    """Energy, m and weight of one electron per site, by diagonalization."""
    H = hamiltonian(U, D)[np.ix_(pair_sector, pair_sector)]
    energies, vectors = np.linalg.eigh(H)
    psi = np.zeros(16)
    psi[pair_sector] = vectors[:, 0]
    covalent = 1.0 - psi @ (double1 + double2) @ psi
    return energies[0], psi @ imbalance @ psi, covalent


def orbital_imbalance(bias):
    """m of two electrons in the lowest orbital of a non-interacting dimer."""
    h = np.array([[-bias / 2, -t], [-t, bias / 2]])
    orbital = np.linalg.eigh(h)[1][:, 0]
    return 2 * (orbital[0] ** 2 - orbital[1] ** 2)


def ks_bias(m, D):
    return brentq(lambda x: orbital_imbalance(x) - m, -1.0, 2 * D + 2,
                  xtol=1e-13)


def rhf_imbalance(U, D):
    """Minimize the full energy expectation over a single determinant."""
    H = hamiltonian(U, D)

    def energy(angle):
        x, y = np.cos(angle), np.sin(angle)
        det = (x * c[0] + y * c[2]).T @ (x * c[1] + y * c[3]).T @ vacuum
        return det @ H @ det

    best = minimize_scalar(energy, bounds=(0, np.pi / 2), method="bounded",
                           options={"xatol": 1e-10}).x
    return 2 * np.cos(2 * best)


def universal(U, m):
    """Constrained search over real singlet amplitudes at fixed m >= 0."""
    def energy(b):
        a = np.sqrt(m / 2 + b * b)
        s = np.sqrt(max(0.0, 1 - a * a - b * b))
        return U * (a * a + b * b) - 2 * np.sqrt(2) * t * s * (a + b)

    top = np.sqrt((1 - m / 2) / 2)
    return minimize_scalar(energy, bounds=(0, top), method="bounded",
                           options={"xatol": 1e-10}).fun


def orbital_kinetic(m):
    angle = 0.5 * np.arccos(m / 2)
    return -4 * t * np.cos(angle) * np.sin(angle)


def bias_for(U, m):
    return brentq(lambda D: ground(U, D)[1] - m, 0.0, U + 20, xtol=1e-12)


def clean(x):
    return round(float(x), 4) + 0.0


U = 20.0
print(f"Hopping t = {t:.1f} (energy unit); repulsion U = {U:.1f} t")
print("Table: biases and potential differences in t; m, P11 are pure numbers")
print("P11 = weight of one electron per site; m_bare = KS m if Hxc were zero")
print("    D       m     P11      Ds      Hxc       Hx        c   m_RHF  m_bare")
for D in (0.0, 5.0, 10.0, 15.0, 18.0, 20.0, 22.0, 25.0, 30.0, 40.0):
    E, m, p11 = ground(U, D)
    w = max(np.roots([1, -U, -D * D - 4 * t * t, U * D * D]).real)
    m_formula = 16 * t**2 * w * D / ((w*w - D*D)**2 + 4*t*t*(w*w + D*D))
    assert E < 0 and abs(U - w - E) < 1e-8 and abs(m - m_formula) < 1e-8
    Ds = ks_bias(m, D)
    assert abs(Ds - 2 * t * m / np.sqrt(4 - m * m)) < 1e-7
    if D < U:
        assert m <= 4 * t / (U - D)
    if D > U:
        assert 2 - m <= 4 * t / (D - U)
    mr = rhf_imbalance(U, D)
    assert abs(2*t*mr/np.sqrt(4 - mr*mr) + U*mr/2 - D) < 1e-3
    hxc, hx = Ds - D, -U * m / 2
    row = [clean(x) for x in (m, p11, Ds, hxc, hx, hxc - hx, mr,
                              orbital_imbalance(D))]
    print(f"{D:5.1f} {row[0]:7.4f} {row[1]:7.4f} {row[2]:7.4f} {row[3]:8.4f} "
          f"{row[4]:8.4f} {row[5]:8.4f} {row[6]:7.4f} {row[7]:7.4f}")

# Potentials as derivatives of energies obtained by constrained search
step = 1e-4
for D in (10.0, 20.0, 30.0):
    m = ground(U, D)[1]
    dF = (universal(U, m + step) - universal(U, m - step)) / (2 * step)
    dT = (orbital_kinetic(m + step) - orbital_kinetic(m - step)) / (2 * step)
    assert abs(2 * dF - D) < 2e-3
    assert abs(-2 * (dF - dT) - (ks_bias(m, D) - D)) < 2e-3

print("Constrained-search energy F(m), with bounds, in t:")
for m in (0.0, 0.5, 1.0, 1.5):
    F = universal(U, m)
    assert U * m / 2 - 2 * t <= F <= U * m / 2
    print(f"  m = {m:.1f}: lower {U*m/2 - 2*t:.4f}, F {F:.4f}, "
          f"upper {U*m/2:.4f}")

# Response to a small bias: interacting pair against Kohn-Sham pair
h = 0.01
slope = (ground(U, h)[1] - ground(U, -h)[1]) / (2 * h)
ks_slope = (orbital_imbalance(h) - orbital_imbalance(-h)) / (2 * h)
w0 = (U + np.sqrt(U * U + 16 * t * t)) / 2
assert abs(slope / (16*t*t / (w0 * (w0*w0 + 4*t*t))) - 1) < 1e-4
assert abs(ks_slope * t - 1) < 1e-4
print(f"dm/dD at D=0, interacting: {slope:.6f} per t")
print(f"dm/dDs at Ds=0, Kohn-Sham: {ks_slope:.4f} per t")
print(f"Ratio Kohn-Sham/interacting: {ks_slope / slope:.1f}")

print("Crossover: midpoint m=1, width from m=0.5 to m=1.5, slope at midpoint")
for V in (20.0, 80.0, 320.0):
    mid = bias_for(V, 1.0)
    width = bias_for(V, 1.5) - bias_for(V, 0.5)
    mid_slope = (ground(V, mid + h)[1] - ground(V, mid - h)[1]) / (2 * h)
    print(f"  U = {V:.0f} t: midpoint - U = {mid - V:.5f} t, "
          f"width = {width:.4f} t, slope = {mid_slope:.4f} per t")
assert abs((mid - V) * V / t**2 - 1) < 0.02
assert abs(width - 2 * np.sqrt(8 / 3) * t) < 0.02
assert abs(mid_slope - 1 / (2 * np.sqrt(2) * t)) < 0.003
print(f"Two-state width: {2*np.sqrt(8/3)*t:.4f} t; "
      f"two-state slope: {1/(2*np.sqrt(2)*t):.4f} per t")
Ds_mid = ks_bias(1.0, mid)
assert abs(Ds_mid - 2 * t / np.sqrt(3)) < 1e-8
print(f"Kohn-Sham bias at m=1: {Ds_mid:.4f} t")

# Rates at which the limiting laws are approached
mott_m, mott_bias, transfer, two_state = [], [], [], []
for V in (80.0, 320.0):
    D = V / 2
    m = ground(V, D)[1]
    leading = 16 * t * t * V * D / (V * V - D * D) ** 2
    mott_m.append(abs(m / leading - 1))
    mott_bias.append(abs(ks_bias(m, D) / (t * leading) - 1))
    D = 1.5 * V
    m = ground(V, D)[1]
    transfer.append(abs(ks_bias(m, D) - (D - V)))
    two_state.append(max(abs(ground(V, V + d)[1] - 1
                             - d / np.sqrt(d * d + 8 * t * t))
                         for d in (-6.0, -2.0, 0.0, 2.0, 6.0)))
assert abs((2 - m) * (D - V) ** 2 / (4 * t * t) - 1) < 1e-3
assert 14 < mott_m[0] / mott_m[1] < 18
assert 14 < mott_bias[0] / mott_bias[1] < 18
assert 3.8 < transfer[0] / transfer[1] < 4.2
assert 3.4 < two_state[0] / two_state[1] < 4.6
print(f"Largest error of two-state m: {two_state[0]:.5f} (U=80 t), "
      f"{two_state[1]:.5f} (U=320 t)")

print("Approach to the limit: -Hxc/U at D/U = 0.5, 1.0, 1.5 (pure numbers)")
previous = np.inf
for V in (20.0, 80.0, 320.0):
    values = []
    for ratio in (0.5, 1.0, 1.5):
        D = ratio * V
        values.append((D - ks_bias(ground(V, D)[1], D)) / V)
    error = max(abs(v - min(r, 1)) for v, r in zip(values, (0.5, 1.0, 1.5)))
    assert error < previous / 3
    previous = error
    print(f"  U = {V:.0f} t: " + ", ".join(f"{v:.5f}" for v in values))

print("Derivative discontinuity: Hxc/U at m = +0.2 and m = -0.2")
for V in (20.0, 80.0, 320.0):
    D = bias_for(V, 0.2)
    plus = ks_bias(0.2, D) - D
    # The mirrored dimer is solved separately, with the bias reversed
    D_rev = brentq(lambda x: ground(V, x)[1] + 0.2, -V - 20, 0.0, xtol=1e-12)
    Ds_rev = brentq(lambda x: orbital_imbalance(x) + 0.2, -10, 10, xtol=1e-13)
    minus = Ds_rev - D_rev
    print(f"  U = {V:.0f} t: {plus / V:.4f}, {minus / V:.4f}")
m = 0.2
predicted = (-V - np.sqrt(8) * t * (m - 1) / np.sqrt(m * (2 - m))
             + 2 * t * m / np.sqrt(4 - m * m))
assert abs(plus - predicted) < 0.05
assert abs((minus - plus) / (2 * V) - 1) < 0.02

print("success")
```

Running it gives:

```
Hopping t = 1.0 (energy unit); repulsion U = 20.0 t
Table: biases and potential differences in t; m, P11 are pure numbers
P11 = weight of one electron per site; m_bare = KS m if Hxc were zero
    D       m     P11      Ds      Hxc       Hx        c   m_RHF  m_bare
  0.0  0.0000  0.9903  0.0000   0.0000   0.0000   0.0000  0.0000  0.0000
  5.0  0.0109  0.9883  0.0109  -4.9891  -0.1087  -4.8805  0.4534  1.8570
 10.0  0.0329  0.9793  0.0329  -9.9671  -0.3293  -9.6378  0.8993  1.9612
 15.0  0.1241  0.9350  0.1243 -14.8757  -1.2409 -13.6348  1.3235  1.9825
 18.0  0.4103  0.7927  0.4192 -17.5808  -4.1031 -13.4777  1.5534  1.9878
 20.0  0.9812  0.5082  1.1260 -18.8740  -9.8117  -9.0623  1.6863  1.9901
 22.0  1.5679  0.2156  2.5254 -19.4746 -15.6788  -3.7957  1.7941  1.9918
 25.0  1.8685  0.0656  5.2394 -19.7606 -18.6850  -1.0756  1.8980  1.9936
 30.0  1.9620  0.0190 10.1090 -19.8910 -19.6197  -0.2713  1.9638  1.9956
 40.0  1.9901  0.0049 20.0435 -19.9565 -19.9012  -0.0553  1.9902  1.9975
Constrained-search energy F(m), with bounds, in t:
  m = 0.0: lower -2.0000, F -0.1980, upper 0.0000
  m = 0.5: lower 3.0000, F 3.7371, upper 5.0000
  m = 1.0: lower 8.0000, F 8.5617, upper 10.0000
  m = 1.5: lower 13.0000, F 13.7639, upper 15.0000
dm/dD at D=0, interacting: 0.001923 per t
dm/dDs at Ds=0, Kohn-Sham: 1.0000 per t
Ratio Kohn-Sham/interacting: 520.0
Crossover: midpoint m=1, width from m=0.5 to m=1.5, slope at midpoint
  U = 20 t: midpoint - U = 0.05309 t, width = 3.2537 t, slope = 0.3547 per t
  U = 80 t: midpoint - U = 0.01271 t, width = 3.2653 t, slope = 0.3536 per t
  U = 320 t: midpoint - U = 0.00314 t, width = 3.2659 t, slope = 0.3536 per t
Two-state width: 3.2660 t; two-state slope: 0.3536 per t
Kohn-Sham bias at m=1: 1.1547 t
Largest error of two-state m: 0.00450 (U=80 t), 0.00111 (U=320 t)
Approach to the limit: -Hxc/U at D/U = 0.5, 1.0, 1.5 (pure numbers)
  U = 20 t: 0.49835, 0.94370, 0.99455
  U = 80 t: 0.49997, 0.98565, 0.99965
  U = 320 t: 0.50000, 0.99640, 0.99998
Derivative discontinuity: Hxc/U at m = +0.2 and m = -0.2
  U = 20 t: -0.8060, 0.8060
  U = 80 t: -0.9505, 0.9505
  U = 320 t: -0.9876, 0.9876
success
```
